# Resolved shear stress on inclined dislocations in a biaxially stressed (001) film

## Question

I am working on misfit dislocations in a (001) film under equal biaxial stress $\sigma$. The exercise says that an inclined Burgers vector $\tfrac{a}{2}\langle110\rangle$ on a $\{111\}$ plane "feels 0.408 times the film stress", and asks for a proof.

I know Schmid's law for a rod pulled along one axis: multiply the stress by the cosine between the axis and the plane normal, and by the cosine between the axis and the slip direction. Here there are two loading axes. For the plane $(111)$ and the slip direction $[\bar101]$, the $x$ axis gives 0.408 in magnitude and the $y$ axis gives 0. Do I add these, average them, or take the larger? Would other in-plane axes change the answer? And why do I get zero for $[1\bar10]$ on the same plane?

## Answer

Add them, with their signs. Stress is a tensor, and the resolved shear stress is linear in it, so each principal stress contributes its own Schmid term. Averaging would wrongly halve the result.

The wording of the exercise needs one repair. A Burgers vector does not itself feel a stress. The dislocation feels the shear stress resolved on its glide system, meaning its glide plane together with its Burgers vector.

### The film stress

Let $x,y,z$ be the cube axes, with $\hat z$ normal to the film and tension positive. Take a uniform, unrelaxed film with equal in-plane strain $\varepsilon$ and a traction-free surface. There is no shear strain in the cube axes, so a cubic crystal has no shear stress in them either. The free surface requires

$$\sigma_{zz}=2C_{12}\varepsilon+C_{11}\varepsilon_{zz}=0
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

The in-plane stress is then

$$\sigma_{xx}=\sigma_{yy}=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}
=M\varepsilon,\qquad
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

Elastic anisotropy therefore does not spoil the equal biaxial form on (001). With $\sigma=M\varepsilon$, the stress tensor is

$$\mathbf S=\sigma(\mathbf I-\hat z\hat z).$$

### Resolving it on the glide system

Let $\hat n$ be the unit normal of the glide plane and $\hat s=\mathbf b/b$ the unit Burgers direction. The traction on the plane is $\mathbf S\hat n$, and its component along $\hat s$ is

$$\tau=\hat s\cdot\mathbf S\hat n
=\sigma\left[\hat s\cdot\hat n-(\hat s\cdot\hat z)(\hat n\cdot\hat z)\right].$$

For glide, the Burgers vector lies in the plane, so $\hat s\cdot\hat n=0$ and

$$\tau=-\sigma(\hat s\cdot\hat z)(\hat n\cdot\hat z).$$

No in-plane axes remain in this formula, so their choice cannot matter.

Every $\{111\}$ normal has $|\hat n\cdot\hat z|=1/\sqrt3$. An inclined $\langle110\rangle$ direction has one nonzero in-plane component and a $z$ component, so $|\hat s\cdot\hat z|=1/\sqrt2$. Hence

$$|\tau|=\frac{|\sigma|}{\sqrt2\sqrt3}=\frac{|\sigma|}{\sqrt6}=0.408\,|\sigma| .$$

For your example, $\hat n=[111]/\sqrt3$ and $\hat s=[\bar101]/\sqrt2$, so $\tau=-\sigma/\sqrt6$. Reversing either $\hat n$ or $\hat s$ reverses this sign, which is why magnitudes are compared. Changing tension to compression reverses the force but keeps its size.

Your zero is also right. The direction $[1\bar10]$ lies in the film plane, so $\hat s\cdot\hat z=0$. Each of the four $\{111\}$ planes contains one such direction and two inclined ones. Of the 12 glide systems, 8 have the factor 0.408 and 4 have zero.

### Why only the normal direction matters

The tensor $\mathbf S$ is the sum of an all-round stress $\sigma\mathbf I$ and a uniaxial stress $-\sigma$ along $\hat z$. The all-round part has no shear on any plane. The film is thus sheared as if it were loaded along its normal with the opposite sign, and the single-axis Schmid law applies with $\hat z$ as the axis.

### When the two in-plane stresses differ

Use the in-plane directions $\hat m=[110]/\sqrt2$ and $\hat u=[1\bar10]/\sqrt2$, and let the principal stresses along them be $\sigma_m$ and $\sigma_u$:

$$\mathbf S=\sigma_m\hat m\hat m+\sigma_u\hat u\hat u .$$

The plane $(111)$ meets the film plane along $\hat u$; this line is its trace. Since $\hat n\cdot\hat u=0$, the second term drops out:

$$\tau=\sigma_m(\hat s\cdot\hat m)(\hat n\cdot\hat m)
=\sigma_m\left(-\frac12\right)\sqrt{\frac23}
=-\frac{\sigma_m}{\sqrt6}.$$

This recovers the factor by a second route and extends it: when the principal axes lie along these two $\langle110\rangle$ directions, the inclined systems on each plane feel only the principal stress normal to that plane's trace. If $\sigma_u=0$, the inclined systems on the two planes with trace $\hat u$ still have $0.408|\sigma_m|$, while those on the other two planes have zero.

### From stress to force

The Peach–Koehler force per length on a line with unit tangent $\hat t$ is $\mathbf f=(\mathbf S\mathbf b)\times\hat t$. The direction in the glide plane normal to the line is $\hat n\times\hat t$. Using $(\mathbf A\times\mathbf B)\cdot(\mathbf C\times\mathbf D)=(\mathbf A\cdot\mathbf C)(\mathbf B\cdot\mathbf D)-(\mathbf A\cdot\mathbf D)(\mathbf B\cdot\mathbf C)$,

$$\mathbf f\cdot(\hat n\times\hat t)
=(\mathbf S\mathbf b)\cdot\hat n\,(\hat t\cdot\hat t)-(\mathbf S\mathbf b)\cdot\hat t\,(\hat t\cdot\hat n)
=\tau b,$$

because $\hat t\cdot\hat n=0$. The glide force per length has magnitude $|\tau|b$ for any line direction in the plane.

Now consider a threading arm, the piece of dislocation that crosses a film of thickness $h$. As it moves, it leaves a misfit segment along $\hat u$ at the interface. The steepest direction in the glide plane has $z$ component $\sqrt{1-1/3}=\sqrt{2/3}$, so a straight arm normal to the trace has length $h/\sqrt{2/3}$. The glide force on it, meaning the part of the total force that lies in the glide plane, is

$$F=\frac{|\sigma|b}{\sqrt6}\,h\sqrt{\frac32}=\frac{|\sigma|bh}{2}.$$

A curved arm gives the same component along $\hat u$. In uniform stress the total force is $(\mathbf S\mathbf b)\times\Delta\mathbf r$, where $\Delta\mathbf r$ joins the arm's ends. Any extra displacement along $\hat u$ adds a force perpendicular to $\hat u$.

### A 100 nm silicon–germanium film

Take Si$_{0.8}$Ge$_{0.2}$ on Si(001), with rough typical material data mixed linearly. The measured lattice parameter of the alloy lies slightly below this linear rule; at 20% germanium it gives a misfit of about $-0.0075$, so for a real film the stresses and forces below are about 10% too large (0.53 GPa resolved instead of 0.59 GPa). The lattice parameters are 0.543 nm for the substrate and 0.5476 nm for the free film, so

$$\varepsilon=\frac{0.543-0.5476}{0.5476}=-0.0084 .$$

With $C_{11}=158.6$ GPa and $C_{12}=60.8$ GPa,

$$M=158.6+60.8-\frac{2(60.8)^2}{158.6}=172.8\ \text{GPa},
\qquad \sigma=M\varepsilon=-1.45\ \text{GPa}.$$

The film is compressed. The resolved shear stress is

$$|\tau|=0.408\times1.45\ \text{GPa}=0.59\ \text{GPa}\quad(590\ \text{MPa}).$$

With $b=a/\sqrt2=0.387$ nm, the force per length is $0.59\times0.387=0.23$ N/m, since 1 GPa nm = 1 N/m. The glide force on the whole arm is $1.45\times0.387\times100/2=28$ nN.

### What this driving stress leaves out

**Line tension.** Advancing the arm creates new misfit dislocation, whose energy per length $T$ acts as a backward force. The usual isotropic estimate, taken here without derivation and with a rough core term, is

$$T=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].$$

Here $\beta=60^\circ$ is the angle between $\mathbf b$ and the misfit line, $G=66$ GPa and $\nu=0.21$. This gives $T=6.2$ nN, or 22% of the driving force, and leaves about 0.46 GPa of resolved stress. At the same misfit strain, the two forces balance at a thickness of about 16 nm. This value depends on the rough core term: it runs from 11 to 20 nm as the constant added to the logarithm goes from 0 to 2. The factor 0.408 is unchanged; it describes the film stress alone.

**Temperature.** At 823 K, the estimated thermal mismatch raises the stress magnitude by 3.6%, while elastic softening lowers it by 3.7%. Both are relative to the room-temperature value. Their near cancellation belongs to these rough inputs and is not a general rule.

**Partial relaxation.** One array of misfit lines along $\hat u$, spaced 1000 nm apart, relieves an average strain of $(b/2)/(1000\ \text{nm})=1.9\times10^{-4}$ along $\hat m$. Suppose the screw parts of their Burgers vectors, which point along $\hat u$, cancel on average. The shear stress then falls by 2.2% on planes whose trace is parallel to the lines, but by 0.1% on the others. This follows the rule for unequal stresses above. If the screw parts do not cancel, an average in-plane shear remains and these numbers change. The local fields near each line are not included.

**Miscut.** If the stress stays equal biaxial in a tilted surface, $\hat z$ in the formula becomes the true surface normal. A tilt of 0.5° changes the factor by at most 0.9% of 0.408. At 6° the largest change is 12%, and a formerly idle system can reach a factor of 0.06. Anisotropic elasticity also disturbs the equal biaxial form on a tilted surface, which this estimate omits.

**Splitting into partials.** The Burgers vector can split as

$$\frac a2[\bar101]=\frac a6[\bar1\bar12]+\frac a6[\bar211].$$

The factors of the two partials are 0.471 and 0.236, and their forces are 0.153 and 0.076 N/m. These add up to the 0.23 N/m on the whole dislocation, but their difference affects the splitting. Let $f_1$ and $f_2$ be the forces on the leading and trailing partials, $R$ their mutual repulsion per length and $\gamma$ the stacking-fault energy. For steady motion with equal drag $D$,

$$f_1+R-\gamma=D,\qquad f_2-R+\gamma=D
\quad\Rightarrow\quad R=\gamma-\frac{f_1-f_2}{2}.$$

Half the force difference is 0.038 N/m, against a rough $\gamma$ of 0.060 N/m. The stress can therefore change the separation considerably: the pair widens if the leading partial is pushed harder and narrows if the trailing one is. The order is fixed by the stacking. In the compressed film the upper part of the crystal slips along $[\bar101]$, and only the shift $\frac a6[\bar211]$ can come first, because $\frac a6[\bar1\bar12]$ would place atoms directly above those of the neighbouring close-spaced layer. The weakly pushed partial therefore leads and the pair narrows. With $R$ inversely proportional to the separation, it shrinks to about $0.060/(0.060+0.038)\approx0.6$ of its unstressed width. In a film under tension the order is reversed and the pair widens.

**Lattice resistance.** A dislocation in these crystals glides by moving kinks, small steps in the line. When a kink of height 0.335 nm moves by $b$, the stress does 0.19 eV of work. A rough glide activation energy is 2.2 eV, and $k_BT$ at 823 K is 0.071 eV. Glide still needs thermal activation, so the factor 0.408 fixes the driving stress and not the speed.

### Beside a real film

A germanium fraction of 20% and a thickness of 100 nm are ordinary values for strained silicon–germanium layers. By the estimate above, this film is well beyond its balance thickness, yet such a film can stay largely strained. The rate of relief is proportional to the number of mobile threading arms times their speed, so it stays small when few dislocations are present or nucleated and when growth is cool enough for glide to be slow. The assumption that fails when it does relax is the uniform, full misfit stress. If half the misfit strain were relieved equally in both in-plane directions, linear elasticity would halve the average resolved stress to about 0.30 GPa, while its ratio to the remaining film stress would still be 0.408. The numerical output below gives the remaining input values.

## Calculated quantities

```
Glide systems: total 12, inclined 8, idle 4
Resolved factor, inclined: min 0.4082, max 0.4082
Resolved factor, idle: max 0.0000
Ge fraction: 0.20; film thickness: 100 nm
Lattice parameters Si, Ge, film: 0.543, 0.566, 0.5476 nm
Film C11, C12, C44: 158.6, 60.8, 77.4 GPa
Misfit strain: -0.00840
Biaxial modulus: 172.8 GPa
Film stress: -1.451 GPa
Resolved shear stress: 0.593 GPa = 593 MPa
Burgers length: 0.3872 nm
Glide force per length: 0.229 N/m
Straight threading arm length: 122.5 nm
Total force on threading arm: 28.10 nN
Isotropic shear modulus: 66.0 GPa; Poisson ratio: 0.214
Line tension of misfit segment: 6.22 nN
Line tension / driving force: 22.1 %
Resolved stress left after line tension: 0.461 GPa
Thickness at force balance: 15.9 nm
Growth temperature: 823 K; room temperature: 298 K
Expansion coefficients Si, Ge: 3.6, 6.5 1e-6/K
Stress change by thermal mismatch: +3.6 %
Softening coefficient: 70 1e-6/K
Stress change by elastic softening: -3.7 %
Misfit line spacing, one array: 1000 nm
Average strain relieved by array: 1.94e-04
Shear stress change, planes holding the lines: -2.18 %
Shear stress change, other planes: -0.12 %
Miscut 0.5 deg: largest factor change 0.9 %, largest idle factor 0.0050
Miscut 6.0 deg: largest factor change 11.6 %, largest idle factor 0.0607
Partial factors (90 deg, 30 deg): 0.471, 0.236
Partial forces (90 deg, 30 deg): 0.153, 0.076 N/m
Half difference of partial forces: 0.038 N/m
Rough stacking-fault energy: 0.060 N/m
Kink height: 0.335 nm
Work of stress in one kink step: 0.186 eV
Rough glide activation energy: 2.2 eV
Thermal energy kT at growth: 0.0709 eV
```
